# A Time-Reversible Adaptive Verlet Integrator for Repeated Close Atomic Collisions: a numerical check

```python
"""
Result under test: Verlet steps h = eps/rho with the symmetric recursion
    rho <- rho + eps*G/2 before and after each step,  G = d ln(rho_star)/dt,
are time-reversible and leave no systematic energy change in binary collisions.
Naive steps h = eps/rho_star(q_n) leave a change of order eps^3 per collision.
General collisions, with s = 1/rho_star and a dot for the time derivative:
    reversible: dE = -eps^2 int s^2 H2dot dt
    naive:      dE = -eps^2 int s^2 H2dot dt + eps^3 int s^2 sdot H2dot dt
H2 = v.V''.v/12 - sum |F|^2/(24 m) is the second-order Verlet energy term.
Symbols: q position (nm), v velocity (nm/fs), V potential energy (eV), F force,
rho_star = 1 + V/V_SCALE, eps step parameter (fs). Mass is in eV fs^2/nm^2.
"""
import numpy as np
from scipy import constants as c
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

Z = 14
MASS_U = 28.085
CELL = 0.5431
ENERGY = 1000.0
V_SCALE = 100.0
EPS = 0.1
COLLISIONS = 500

MASS = MASS_U * c.atomic_mass * 1e12 / c.e
REDUCED = MASS / 2
COULOMB = c.e / (4 * np.pi * c.epsilon_0) * 1e9
BOHR = c.physical_constants["Bohr radius"][0] * 1e9
SCREEN = 0.8854 * BOHR / (2 * Z**0.23)
WEIGHT = np.array([0.1818, 0.5099, 0.2802, 0.02817])
DECAY = np.array([3.2, 0.9423, 0.4029, 0.2016]) / SCREEN


def pair_potential(r):
    """ZBL pair energy and its first two derivatives for an array r."""
    terms = WEIGHT[:, None] * np.exp(-np.outer(DECAY, r))
    f0 = terms.sum(axis=0)
    f1 = -(DECAY @ terms)
    f2 = DECAY**2 @ terms
    k = Z * Z * COULOMB / r
    return k * f0, k * (f1 - f0 / r), k * (f2 - 2 * f1 / r + 2 * f0 / r**2)


def cell_field(x):
    """Relative coordinate of two atoms in a periodic line, nearest images."""
    phi, slope, _ = pair_potential(np.array([x, CELL - x]))
    return phi[0] + phi[1], slope[1] - slope[0]


class Cluster:
    """Free atoms in a plane with pair forces."""

    def __init__(self, number):
        first, second = np.triu_indices(number, 1)
        self.number = number
        self.link = np.eye(number)[first] - np.eye(number)[second]

    def field(self, q):
        d = self.link @ q
        r = np.sqrt((d * d).sum(axis=1))
        phi, slope, _ = pair_potential(r)
        return phi.sum(), -self.link.T @ (d * (slope / r)[:, None])

    def h2(self, q, v):
        d, w = self.link @ q, self.link @ v
        r = np.sqrt((d * d).sum(axis=1))
        _, slope, curve = pair_potential(r)
        along2 = ((d * w).sum(axis=1) / r)**2
        across2 = (w * w).sum(axis=1) - along2
        bend = (curve * along2 + slope / r * across2).sum()
        force = self.field(q)[1]
        return bend / 12 - (force * force).sum() / (24 * MASS)


def density(V):
    return 1 + V / V_SCALE


def log_density_rate(V, F, v):
    return -np.vdot(F, v) / (V_SCALE + V)


def steps(field, mass, q, v, eps, scheme, rho=None):
    """Yield time, position, velocity, total energy, V and rho at each step."""
    V, F = field(q)
    rho = density(V) if rho is None else rho
    t = 0.0
    while True:
        yield t, q, v, 0.5 * mass * np.vdot(v, v) + V, V, rho
        if scheme == "reversible":
            rho = rho + 0.5 * eps * log_density_rate(V, F, v)
            assert rho > 0, "step density must stay positive"
            h = eps / rho
        elif scheme == "naive":
            h = eps / density(V)
        else:
            h = eps
        v_half = v + 0.5 * h * F / mass
        q = q + h * v_half
        V, F = field(q)
        v = v_half + 0.5 * h * F / mass
        t += h
        if scheme == "reversible":
            rho = rho + 0.5 * eps * log_density_rate(V, F, v)


def cluster_change(cluster, q, v, eps, scheme, duration):
    """Energy change over the collision and largest |rho/rho_star - 1|."""
    start, mismatch = None, 0.0
    for t, _, _, E, V, rho in steps(cluster.field, MASS, q, v, eps, scheme):
        start = E if start is None else start
        mismatch = max(mismatch, abs(rho / density(V) - 1))
        if t >= duration:
            return E - start, mismatch


def drift_integrals(cluster, q, v, duration):
    """Coefficients of eps^2 and eps^3 from an independent trajectory."""
    n, size = cluster.number, 2 * cluster.number

    def motion(_, y):
        force = cluster.field(y[:size].reshape(n, 2))[1]
        return np.concatenate([y[size:], force.ravel() / MASS])

    grid = np.linspace(0, duration, 6001)
    sol = solve_ivp(motion, (0, duration), np.concatenate([q.ravel(), v.ravel()]),
                    method="DOP853", t_eval=grid, rtol=1e-10, atol=1e-12)
    assert sol.success
    s, h2 = np.empty(grid.size), np.empty(grid.size)
    for i, y in enumerate(sol.y.T):
        pos, vel = y[:size].reshape(n, 2), y[size:].reshape(n, 2)
        s[i] = 1 / density(cluster.field(pos)[0])
        h2[i] = cluster.h2(pos, vel)
    s_dot = CubicSpline(grid, s)(grid, 1)
    h2_dot = CubicSpline(grid, h2)(grid, 1)
    return (-simpson(s**2 * h2_dot, x=grid),
            simpson(s**2 * s_dot * h2_dot, x=grid))


def cell_run(eps, scheme):
    """Energies at mid-cell after each collision, and run statistics."""
    middle = CELL / 2
    speed = np.sqrt(2 * (ENERGY - cell_field(middle)[0]) / REDUCED)
    energies, peak, mismatch, shortest = [], 0.0, 0.0, np.inf
    old_x, old_t, count = middle, 0.0, 0
    for t, x, _, E, V, rho in steps(cell_field, REDUCED, middle, speed, eps, scheme):
        if count:
            shortest = min(shortest, t - old_t)
        peak = max(peak, abs(E - ENERGY))
        mismatch = max(mismatch, abs(rho / density(V) - 1))
        if (x - middle) * (old_x - middle) < 0:
            energies.append(E)
            if len(energies) == COLLISIONS:
                return np.array(energies), peak, mismatch, shortest, count, t
        old_x, old_t = x, t
        count += 1


def show(label, value, unit=""):
    print(f"{label}: {value:.6g} {unit}".rstrip())


# Inputs and scales
v_rel = np.sqrt(2 * ENERGY / REDUCED)
r_min = brentq(lambda x: cell_field(x)[0] - ENERGY, 0.01, 0.2)
show("silicon mass", MASS_U, "u")
show("Coulomb constant e^2 (Gaussian)", COULOMB, "eV nm")
show("ZBL screening length", SCREEN, "nm")
show("cell length", CELL, "nm")
show("centre-of-mass energy", ENERGY, "eV")
show("density scale V0", V_SCALE, "eV")
show("step parameter eps in cell", EPS, "fs")
show("relative speed", v_rel, "nm/fs")
show("closest approach", r_min, "nm")

# Binary collisions, head-on and oblique
pair = Cluster(2)
pair_v = np.array([[v_rel / 2, 0.0], [-v_rel / 2, 0.0]])
head_on_cubic = None
for impact in (0.0, 0.03):
    pair_q = np.array([[-0.3, impact / 2], [0.3, -impact / 2]])
    quad, cubic = drift_integrals(pair, pair_q, pair_v, 10.0)
    coarse = cluster_change(pair, pair_q, pair_v, 0.02, "naive", 10.0)[0]
    fine = cluster_change(pair, pair_q, pair_v, 0.01, "naive", 10.0)[0]
    kept = cluster_change(pair, pair_q, pair_v, 0.02, "reversible", 10.0)[0]
    predicted = 0.01**2 * quad + 0.01**3 * cubic
    order = np.log2(abs(coarse / fine))
    assert abs(quad) < 1e-3 * abs(cubic)
    assert abs(fine / predicted - 1) < 0.05
    assert abs(order - 3) < 0.15
    assert abs(kept) < 0.01 * abs(coarse)
    head_on_cubic = cubic if head_on_cubic is None else head_on_cubic
    tag = f"binary b={impact:g} nm"
    show(tag + ", eps^3 coefficient", cubic, "eV/fs^3")
    show(tag + ", naive change at eps=0.01 fs", fine, "eV")
    show(tag + ", predicted naive change", predicted, "eV")
    show(tag + ", measured order", order)
    show(tag + ", naive change at eps=0.02 fs", coarse, "eV")
    show(tag + ", reversible change at eps=0.02 fs", kept, "eV")

# Two recoils converge on a third atom: no time symmetry
trio = Cluster(3)
trio_q = np.array([[-0.30, 0.01], [0.02, -0.26], [0.0, 0.0]])
trio_v = np.array([[np.sqrt(2 * 500 / MASS), 0.0],
                   [0.0, np.sqrt(2 * 300 / MASS)], [0.0, 0.0]])
residue = []
for h in (0.02, 0.01):
    values = []
    for t, q, v, E, _, _ in steps(trio.field, MASS, trio_q, trio_v, h, "fixed"):
        values.append(E + h * h * trio.h2(q, v))
        if t >= 12.0:
            break
    residue.append(np.max(np.abs(np.array(values) - values[0])))
shadow_ratio = residue[0] / residue[1]
assert 12 < shadow_ratio < 20
show("fixed step: residue ratio of H+h^2 H2 on halving h", shadow_ratio)

quad, cubic = drift_integrals(trio, trio_q, trio_v, 12.0)
rev, miss_fine = cluster_change(trio, trio_q, trio_v, 0.01, "reversible", 12.0)
_, miss_coarse = cluster_change(trio, trio_q, trio_v, 0.02, "reversible", 12.0)
naive = cluster_change(trio, trio_q, trio_v, 0.01, "naive", 12.0)[0]
rev_predicted = 0.01**2 * quad
naive_predicted = rev_predicted + 0.01**3 * cubic
assert abs(rev / rev_predicted - 1) < 0.05
assert abs(naive / naive_predicted - 1) < 0.05
assert 3 < miss_coarse / miss_fine < 5
show("three atoms, eps^2 coefficient", quad, "eV/fs^2")
show("three atoms, eps^3 coefficient", cubic, "eV/fs^3")
show("three atoms, reversible change at eps=0.01 fs", rev, "eV")
show("three atoms, predicted reversible change", rev_predicted, "eV")
show("three atoms, naive change at eps=0.01 fs", naive, "eV")
show("three atoms, predicted naive change", naive_predicted, "eV")
show("density mismatch ratio on halving eps", miss_coarse / miss_fine)
for scheme in ("reversible", "naive"):
    change = cluster_change(trio, trio_q, trio_v, EPS, scheme, 12.0)[0]
    show(f"three atoms, {scheme} change at eps=0.1 fs", change, "eV")

# Forward run, velocity reversal, equally many steps back
return_error = {}
for scheme in ("reversible", "naive"):
    q, v, rho = trio_q, trio_v, None
    for sign in (-1, 1):
        run = steps(trio.field, MASS, q, v, EPS, scheme, rho)
        for _ in range(161):
            _, q, v, _, _, rho = next(run)
        v = sign * v
    return_error[scheme] = np.max(np.abs(q - trio_q))
    show(f"return error after 160 steps each way, {scheme}",
         return_error[scheme], "nm")
assert return_error["reversible"] < 1e-9
assert return_error["naive"] > 1e3 * return_error["reversible"]

# Repeated close collisions
rev_E, rev_peak, rev_miss, rev_short, rev_steps, rev_time = cell_run(EPS, "reversible")
nai_E, _, _, _, nai_steps, _ = cell_run(EPS, "naive")
mean_step = rev_time / rev_steps
fix_E, fix_peak, _, _, _, _ = cell_run(mean_step, "fixed")
index = np.arange(1, COLLISIONS + 1)
rev_slope = np.polyfit(index, rev_E, 1)[0]
nai_slope = np.polyfit(index, nai_E, 1)[0]
early = (nai_E[9] - ENERGY) / 10
leading = EPS**3 * head_on_cubic
rev_worst = np.max(np.abs(rev_E - ENERGY))
assert 0.5 < early / leading < 2
assert rev_worst < 0.01 * abs(nai_E[-1] - ENERGY)
assert abs(rev_slope) < 1e-3 * abs(nai_slope)
assert fix_peak > rev_peak
assert rev_miss < 0.5
show("cell: collisions", COLLISIONS)
show("cell: reversible steps per collision", rev_steps / COLLISIONS)
show("cell: naive steps per collision", nai_steps / COLLISIONS)
show("cell: mean reversible step", mean_step, "fs")
show("cell: shortest reversible step", rev_short, "fs")
show("cell: naive energy change, all collisions", nai_E[-1] - ENERGY, "eV")
show("cell: naive change per collision, first 10", early, "eV")
show("cell: leading prediction per collision", leading, "eV")
show("cell: reversible largest mid-cell error", rev_worst, "eV")
show("cell: reversible fitted drift per collision", rev_slope, "eV")
show("cell: reversible largest error in collisions", rev_peak, "eV")
show("cell: fixed-step largest error, same mean step", fix_peak, "eV")
show("cell: fixed-step largest mid-cell error", np.max(np.abs(fix_E - ENERGY)), "eV")
show("cell: largest |rho/rho_star - 1|", rev_miss)

# Sizes of physical effects left out of the cell model
bohr_speed = c.alpha * c.c * 1e-6
atom_density = 8 / CELL**3
stopping = (8 * np.pi * COULOMB * BOHR * Z**(1 / 6) * Z * Z
            / (2 * Z**(2 / 3))**1.5 * (v_rel / 2) / bohr_speed * atom_density)
wavelength = c.h / (REDUCED * c.e * 1e-12 * v_rel * 1e6) * 1e9
show("neglected: electronic loss of pair per collision",
     stopping * (CELL - 2 * r_min), "eV")
show("neglected: bond energy, rough input", 2.3, "eV")
show("neglected: thermal energy kT at 300 K", c.k * 300 / c.e, "eV")
show("neglected: next image at closest approach",
     pair_potential(np.array([CELL + r_min]))[0][0], "eV")
show("neglected: de Broglie wavelength / closest approach", wavelength / r_min)

print("no test failed")
```

It prints:

```
silicon mass: 28.085 u
Coulomb constant e^2 (Gaussian): 1.43996 eV nm
ZBL screening length: 0.0127674 nm
cell length: 0.5431 nm
centre-of-mass energy: 1000 eV
density scale V0: 100 eV
step parameter eps in cell: 0.1 fs
relative speed: 0.117226 nm/fs
closest approach: 0.0375635 nm
binary b=0 nm, eps^3 coefficient: -275.496 eV/fs^3
binary b=0 nm, naive change at eps=0.01 fs: -0.000275516 eV
binary b=0 nm, predicted naive change: -0.000275496 eV
binary b=0 nm, measured order: 3.00032
binary b=0 nm, naive change at eps=0.02 fs: -0.00220461 eV
binary b=0 nm, reversible change at eps=0.02 fs: 1.37288e-09 eV
binary b=0.03 nm, eps^3 coefficient: -137.877 eV/fs^3
binary b=0.03 nm, naive change at eps=0.01 fs: -0.000137885 eV
binary b=0.03 nm, predicted naive change: -0.000137879 eV
binary b=0.03 nm, measured order: 3.00017
binary b=0.03 nm, naive change at eps=0.02 fs: -0.00110321 eV
binary b=0.03 nm, reversible change at eps=0.02 fs: -4.03122e-09 eV
fixed step: residue ratio of H+h^2 H2 on halving h: 16.0038
three atoms, eps^2 coefficient: -2.16758 eV/fs^2
three atoms, eps^3 coefficient: -7.7068 eV/fs^3
three atoms, reversible change at eps=0.01 fs: -0.000216749 eV
three atoms, predicted reversible change: -0.000216758 eV
three atoms, naive change at eps=0.01 fs: -0.000224459 eV
three atoms, predicted naive change: -0.000224465 eV
density mismatch ratio on halving eps: 4.00002
three atoms, reversible change at eps=0.1 fs: -0.0216739 eV
three atoms, naive change at eps=0.1 fs: -0.0294113 eV
return error after 160 steps each way, reversible: 6.245e-17 nm
return error after 160 steps each way, naive: 0.000532746 nm
cell: collisions: 500
cell: reversible steps per collision: 103.392
cell: naive steps per collision: 103.734
cell: mean reversible step: 0.0424958 fs
cell: shortest reversible step: 0.00911339 fs
cell: naive energy change, all collisions: -120.123 eV
cell: naive change per collision, first 10: -0.276496 eV
cell: leading prediction per collision: -0.275496 eV
cell: reversible largest mid-cell error: 0.000251787 eV
cell: reversible fitted drift per collision: -1.04775e-08 eV
cell: reversible largest error in collisions: 1.61622 eV
cell: fixed-step largest error, same mean step: 2.31504 eV
cell: fixed-step largest mid-cell error: 8.48127e-06 eV
cell: largest |rho/rho_star - 1|: 0.00151731
neglected: electronic loss of pair per collision: 9.21459 eV
neglected: bond energy, rough input: 2.3 eV
neglected: thermal energy kT at 300 K: 0.025852 eV
neglected: next image at closest approach: 0.00142875 eV
neglected: de Broglie wavelength / closest approach: 0.00645317
no test failed
```
